\section*{Energy pumped by a moving magnet equals its interfacial Gilbert dissipation}

A ferromagnetic film 5 nm thick, precessing at 10 GHz with a cone angle of $5^\circ$, sends 2.62 kW/m$^2$ into an adjoining normal metal in the model worked out below. No voltage is applied and no net charge crosses the interface. When the drive is switched off and the precession decays for 0.5 ns, the magnetic energy falls by $1.1619\times10^{-6}$ J/m$^2$, and the energy carried into the metal is the same to all the digits given. The first energy belongs to the equation of motion of the magnetization, the second to the scattering of electrons. Their equality has to be derived from a calculation in which neither is defined by the other.

Let $\mathbf m(t)$ be the unit vector along the magnetization, uniform through the film. Electrons arrive in channels with operators $a_k(t)$ and leave into the normal metal with operators $b_i(t)$, both normalized to unit flux. The indices include spin. Suppose that the scattering amplitudes hardly change over energies of the order of $\hbar\omega$ and $k_BT$, where $\omega$ is the frequency of the motion. An electron then meets a magnet that is frozen while it scatters, and
\begin{equation}
b(t)=s(t)\,a(t),\qquad s=(r,\;t'),\qquad ss^\dagger=1 .
\end{equation}
The matrix $s$ contains the rows of the full scattering matrix that end in the metal: $r$ describes reflection back into it, $t'$ transmission from the far side of the magnet. The rows of a unitary matrix are orthonormal, hence $ss^\dagger=1$, although $s$ need not be square.

All reservoirs have the same temperature and chemical potential, and energies are counted from the latter. The incoming electrons are uncorrelated between channels, so $\langle a_k^\dagger(t')a_l(t)\rangle=\delta_{kl}F(t-t')$. At zero temperature
\begin{equation}
F_0(\tau)=\int_{-\infty}^{0}\frac{dE}{2\pi\hbar}\,e^{-iE\tau/\hbar}=\frac{i}{2\pi\tau},
\end{equation}
with $\tau\to\tau+i0$ for convergence at the lower limit. At finite temperature the Fermi function $f$ is a superposition of steps at energies $\epsilon$ with weight $-f'(\epsilon)$. Therefore $F=F_0\int d\epsilon\,(-f')e^{-i\epsilon\tau/\hbar}$. The weight is even and normalized, so the integral is $1+O(\tau^2)$, and $F=i/(2\pi\tau)+O(\tau)$.

The outgoing correlator is
\begin{equation}
\langle b_j^\dagger(t-\tfrac{\tau}{2})\,b_i(t+\tfrac{\tau}{2})\rangle
=\big[s(t+\tfrac{\tau}{2})\,s^\dagger(t-\tfrac{\tau}{2})\big]_{ij}F(\tau).
\end{equation}
Its limit $\tau\to0$, less the incoming part, is the particle flow matrix. A component of energy $E$ varies as $e^{-iE\tau/\hbar}$, so applying $i\hbar\,\partial_\tau$ before the limit gives the energy flow matrix. Expansion of the product yields
\begin{equation}
ss^\dagger+\frac{\tau}{2}(\dot ss^\dagger-s\dot s^\dagger)
+\frac{\tau^2}{8}(\ddot ss^\dagger-2\dot s\dot s^\dagger+s\ddot s^\dagger)+O(\tau^3).
\end{equation}
Differentiating $ss^\dagger=1$ once gives $s\dot s^\dagger=-\dot ss^\dagger$. Differentiating twice gives $\ddot ss^\dagger+s\ddot s^\dagger=-2\dot s\dot s^\dagger$. The product is thus $1+\tau\dot ss^\dagger-\frac12\tau^2\dot s\dot s^\dagger+O(\tau^3)$. The leading 1 reproduces the incoming flow and is subtracted. What remains, multiplied by $F$, is
\begin{equation}
\frac{i}{2\pi}\Big(\dot ss^\dagger-\frac{\tau}{2}\dot s\dot s^\dagger\Big)+O(\tau^2).
\end{equation}
The thermal part of $F$, being of order $\tau$, enters here at order $\tau^2$ and drops out of both limits. The particle and energy flow matrices are therefore
\begin{equation}
n=\frac{i}{2\pi}\dot ss^\dagger,\qquad
\varepsilon=i\hbar\,\frac{i}{2\pi}\Big(-\frac12\Big)\dot s\dot s^\dagger=\frac{\hbar}{4\pi}\dot s\dot s^\dagger ,
\label{flows}
\end{equation}
and the energy current into the metal is $I_E=(\hbar/4\pi)\,\mathrm{Tr}\,\dot s\dot s^\dagger$. It is second order in the rate of change and cannot be negative: within this approximation a slow scatterer between equal reservoirs never cools them. If the amplitudes vary over $k_BT$, a heat flow of first order in the rate, of either sign, can be added. It vanishes for the magnet treated below, because the trace of $\dot ss^\dagger$ is then zero at every energy.

Now let the interface conserve spin along $\mathbf m$. With $\uparrow$ denoting electron spin along $+\mathbf m$,
\begin{equation}
s=\tfrac12P+\tfrac12D\,\boldsymbol\sigma\!\cdot\!\mathbf m,\qquad
P=s_\uparrow+s_\downarrow,\quad D=s_\uparrow-s_\downarrow .
\end{equation}
Here $s_\uparrow,s_\downarrow$ act on the orbital channels alone and do not depend on the direction of $\mathbf m$, so $\dot s=\frac12D\,\boldsymbol\sigma\cdot\dot{\mathbf m}$. Since $(\boldsymbol\sigma\cdot\dot{\mathbf m})^2=|\dot{\mathbf m}|^2$ and the spin trace of unity is 2,
\begin{equation}
\mathrm{Tr}\,\dot s\dot s^\dagger=\tfrac12|\dot{\mathbf m}|^2\,\mathrm{tr}\,DD^\dagger ,
\end{equation}
where tr runs over orbital channels. Each spin has $s_\uparrow s_\uparrow^\dagger=s_\downarrow s_\downarrow^\dagger=1$. For $N$ orbital channels in the metal this gives $\mathrm{tr}\,DD^\dagger=2N-2\,\mathrm{Re}\,\mathrm{tr}\,s_\uparrow s_\downarrow^\dagger=2G_r$, with
\begin{equation}
G=G_r+iG_i=\sum_{ij}\big(\delta_{ij}-r_{\uparrow ij}r_{\downarrow ij}^*-t'_{\uparrow ij}t'^{*}_{\downarrow ij}\big),
\label{G}
\end{equation}
the Kronecker symbol belonging to the reflection block. Hence
\begin{equation}
I_E=\frac{\hbar G_r}{4\pi}|\dot{\mathbf m}|^2 .
\label{IE}
\end{equation}

The usual mixing conductance $g_r$ contains reflection alone. It may replace $G_r$ if nothing is transmitted from the far side, or if the film is so thick that the products $t'_\uparrow t'^*_\downarrow$ cancel in the sum over channels because the two spins acquire different phases. In a thin film open on both sides the last term of (\ref{G}) matters. A one-channel film 0.60 nm wide, with Fermi energy 5 eV and exchange splitting 2 eV, has $G_r=0.815$, whereas reflection alone would give 1.000 and overestimate the energy current by 23\%. If the exchange splitting vanishes, $s_\uparrow=s_\downarrow$ and nothing is pumped. In a closed single channel both reflection amplitudes are phases, and $G_r=1-\cos\phi$, where $\phi$ is their difference. It lies between 0 and 2: a magnet can reflect every electron and still pump strongly.

To find the damping, one needs the angular momentum carried away, which follows from the particle matrix $n$ and not from the energy. With $s^\dagger=\frac12P^\dagger+\frac12D^\dagger\boldsymbol\sigma\cdot\mathbf m$,
\begin{equation}
\dot ss^\dagger=\tfrac14\big[DP^\dagger\,\boldsymbol\sigma\!\cdot\!\dot{\mathbf m}
+DD^\dagger(\boldsymbol\sigma\!\cdot\!\dot{\mathbf m})(\boldsymbol\sigma\!\cdot\!\mathbf m)\big].
\end{equation}
Because $\mathbf m\cdot\dot{\mathbf m}=0$, the last spin product is $i\boldsymbol\sigma\cdot(\dot{\mathbf m}\times\mathbf m)=-i\boldsymbol\sigma\cdot(\mathbf m\times\dot{\mathbf m})$. Both terms have zero spin trace, so no net charge flows. The orbital traces are $\mathrm{tr}\,DD^\dagger=2G_r$ and
\begin{equation}
\mathrm{tr}\,DP^\dagger=\mathrm{tr}(s_\uparrow s_\downarrow^\dagger-s_\downarrow s_\uparrow^\dagger)
=2i\,\mathrm{Im}\,\mathrm{tr}\,s_\uparrow s_\downarrow^\dagger=-2iG_i .
\end{equation}
Using $\mathrm{Tr}\,\sigma_k\sigma_l=2\delta_{kl}$, one finds
\begin{equation}
\mathrm{Tr}\,\boldsymbol\sigma\,\dot ss^\dagger=\tfrac14\big[-4iG_i\dot{\mathbf m}-4iG_r\,\mathbf m\times\dot{\mathbf m}\big].
\end{equation}
Each electron carries $\hbar\boldsymbol\sigma/2$. The flow of angular momentum into the metal is therefore
\begin{equation}
\mathbf I_s=\frac{\hbar}{2}\,\frac{i}{2\pi}\mathrm{Tr}\,\boldsymbol\sigma\,\dot ss^\dagger
=\frac{\hbar}{4\pi}\big(G_r\,\mathbf m\times\dot{\mathbf m}+G_i\,\dot{\mathbf m}\big).
\label{Is}
\end{equation}

Let the film have volume $V$ and magnetization $M_s$. Electron spin is opposite to its magnetic moment, so with $\gamma>0$ the angular momentum of the film is $\mathbf L=-(M_sV/\gamma)\mathbf m$. The effective field $\mathbf B$ exerts the torque $M_sV\,\mathbf m\times\mathbf B$, and the metal removes $\mathbf I_s$ per unit time, all of it being absorbed there for the moment. The far side of the film is taken as closed. A second metal there would remove angular momentum and energy of its own, and the magnet would lose the sum of the two energy currents. The balance $\dot{\mathbf L}=M_sV\,\mathbf m\times\mathbf B-\mathbf I_s$, multiplied by $-\gamma/(M_sV)$, becomes
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha'\,\mathbf m\times\dot{\mathbf m}+\beta\,\dot{\mathbf m},\qquad
\alpha'=\frac{\gamma\hbar G_r}{4\pi M_sV},\quad \beta=\frac{\gamma\hbar G_i}{4\pi M_sV}.
\label{LLG}
\end{equation}
The second term has the Gilbert form; $\alpha'$ is the interfacial damping. It falls as the inverse thickness, since a fixed interface drains a growing reservoir of angular momentum.

The magnetic energy $E_m(\mathbf m)$ defines the effective field through $\dot E_m=-M_sV\,\mathbf B\cdot\dot{\mathbf m}$. Take the scalar product of (\ref{LLG}) with $\mathbf m\times\dot{\mathbf m}$. The left side and the $\beta$ term vanish, and $(\mathbf m\times\dot{\mathbf m})\cdot(\mathbf m\times\mathbf B)=\dot{\mathbf m}\cdot\mathbf B$ because $\mathbf m\cdot\dot{\mathbf m}=0$. Thus $\gamma\,\mathbf B\cdot\dot{\mathbf m}=\alpha'|\dot{\mathbf m}|^2$, and
\begin{equation}
-\dot E_m=\frac{M_sV}{\gamma}\alpha'|\dot{\mathbf m}|^2
=\frac{\hbar G_r}{4\pi}|\dot{\mathbf m}|^2=I_E .
\label{equal}
\end{equation}
The equality holds at each instant within the slow approximation. The imaginary part $G_i$ changes the rate of precession but dissipates nothing. Under a steady drive the same power is supplied by the microwave source.

Circular precession about $z$ shows the exchange quantum by quantum and gives a second route to (\ref{IE}). In the frame rotating with the magnet the problem is static. An electron of quasienergy $\epsilon$ has laboratory energy $\epsilon\pm\hbar\omega/2$ for spin up or down along $z$, so a flip from down to up takes $\hbar\omega$ from the magnet. For a closed film with one orbital channel, the two flip probabilities are equal by unitarity, and
\begin{equation}
I_E=\int\frac{d\epsilon}{2\pi\hbar}\,\hbar\omega\,|S_{\uparrow\downarrow}|^2
\Big[f\big(\epsilon-\tfrac{\hbar\omega}{2}\big)-f\big(\epsilon+\tfrac{\hbar\omega}{2}\big)\Big],
\end{equation}
where the arrows on $S$ refer to the $z$ axis. For small $\omega$ the bracket is $-\hbar\omega f'$. The frozen amplitude is half of $r_\uparrow-r_\downarrow$ times $\sin\theta$, with $\theta$ the cone angle, up to a phase. Since $|r_\uparrow-r_\downarrow|^2=2G_r$, $|S_{\uparrow\downarrow}|^2=\frac12G_r\sin^2\theta$ and
\begin{equation}
I_E=\frac{\hbar\omega^2\sin^2\theta}{4\pi}\int d\epsilon\,(-f')\,G_r(\epsilon).
\end{equation}
With $|\dot{\mathbf m}|=\omega\sin\theta$ this is (\ref{IE}), now with the thermal average that is needed when $G_r$ varies over $k_BT$. It also equals $\omega I_{s,z}$, because $(\mathbf m\times\dot{\mathbf m})_z=\omega\sin^2\theta$.

The rotating-frame problem can be solved without freezing the magnet. For a closed film 0.30 nm wide, with the Fermi energy and splitting given above, the spin along $\mathbf m$ at the lower potential, a cone angle of 0.6 rad and $\hbar\omega=0.1$ meV, the energy current at zero temperature is 0.018891 in units of $\hbar\omega^2$; formula (\ref{IE}) gives 0.018892. The open film gives 0.020665 against 0.020666, which confirms the transmission term. With the opposite sign of the splitting the exact values are 0.018892 and 0.020666. For motion that is not circular, $\mathbf m$ was taken along $(0.3\cos\omega t,\;0.15\sin\omega t+0.05\cos2\omega t,\;1)$. With the closed film's amplitudes held independent of energy and $k_BT=3\hbar\omega$, summing the energy gained in every sideband gives 0.0034300 for the mean current in the same units, as does (\ref{IE}) averaged over a period.

The example of the opening has $M_s=800$ kA/m and thickness $d=5$ nm. It is magnetized along its normal, which makes the precession circular, and an applied field of 1.358 T sets the frequency to 10 GHz. The mixing conductance comes from a free-electron interface with Fermi energy 5 eV and potentials of $+1$ and $-1$ eV in the magnet for spins along and against $\mathbf m$. Summed over transverse momenta, the thick-film values per area are $g_r=10.42$ nm$^{-2}$ and $g_i=-0.50$ nm$^{-2}$.

The number of channels is 10.44 nm$^{-2}$ per spin. $g_r$ is close to it mainly because $|r_\uparrow r_\downarrow^*|$ is small, below 0.05 in about three quarters of the channels; the remaining deviations partly cancel. Let $k$ be the normal wavenumber in the metal and $q$ that in the magnet; a step reflects with $r=(k-q)/(k+q)$. When both spins propagate in the magnet, $r_\uparrow>0$ and $r_\downarrow<0$, so $1-r_\uparrow r_\downarrow^*$ exceeds 1. Near grazing incidence both amplitudes approach $-1$, and the contribution falls towards 0. Summed over channels, the excess is 0.24 nm$^{-2}$ and the deficit 0.26 nm$^{-2}$.

With $V/d$ the area, (\ref{LLG}) gives
\begin{equation}
\alpha'=\frac{(1.761\times10^{11})(1.055\times10^{-34})(1.042\times10^{19})}{4\pi(8\times10^5)(5\times10^{-9})}
=3.85\times10^{-3},
\end{equation}
in SI units. The squared speed is $|\dot{\mathbf m}|^2=\omega^2\sin^2\theta=3.00\times10^{19}$ s$^{-2}$, and the scattering side gives
\begin{equation}
\frac{I_E}{A}=\frac{(1.055\times10^{-34})(1.042\times10^{19})(3.00\times10^{19})}{4\pi}
=2.62\times10^3\ \mathrm{W/m^2},
\end{equation}
or 262 mW/cm$^2$. The spin current along the axis, $4.17\times10^{-8}$ J/m$^2$, multiplied by $\omega$ gives the same power. In free decay, the $z$ component of (\ref{LLG}) reads $-(1-\beta)\dot\theta\sin\theta=\alpha'\dot\varphi\sin^2\theta$, with $\varphi$ the precession angle, since the field lies along $z$. For small $\theta$ and $\beta$ the angle decays as $e^{-\alpha'\varphi}$. About 31.4 rad of precession in 0.5 ns takes $5^\circ$ to roughly $4.43^\circ$, in agreement with the integrated motion, which ends at $4.432^\circ$.

A real metal does not absorb all the spin at once. Let $\boldsymbol\mu_s$ be the spin accumulation in it, the energy splitting of the two spin populations, transverse to $\mathbf m$. It adds $\frac12\boldsymbol\sigma\cdot\boldsymbol\mu_s$ to the energy-integrated incoming occupation. Reflection from the closed film multiplies the elements of this matrix that are off-diagonal along $\mathbf m$ by $r_\uparrow r_\downarrow^*$. Outflow minus inflow, summed over channels and multiplied by $\hbar\boldsymbol\sigma/2$ and $1/(2\pi\hbar)$, is thus $-G_r\boldsymbol\mu_s/4\pi$, apart from a perpendicular part proportional to $G_i$, which is small here and is dropped.

In a metal of conductivity $\sigma_N$, spin diffusion length $\lambda$ and thickness $d_N$, the accumulation varies as $\cosh[(d_N-x)/\lambda]$, since no spin leaves the outer face. This presumes that diffusion follows the precession without delay. Each spin contributes conductivity $\sigma_N/2$, so the spin flow per area at the interface is $\frac{\hbar}{2}\frac{\sigma_N}{2e^2\lambda}\tanh(d_N/\lambda)\,\boldsymbol\mu_s$. Writing it as $G_L\boldsymbol\mu_s/4\pi$ and equating it to the net supply gives
\begin{equation}
G_L=\frac{h}{2e^2}\frac{\sigma_N}{\lambda}\tanh\frac{d_N}{\lambda},\quad
G_r(\hbar\,\mathbf m\times\dot{\mathbf m}-\boldsymbol\mu_s)=G_L\boldsymbol\mu_s,\quad
G_r\to\frac{G_rG_L}{G_r+G_L},
\end{equation}
with $G_r$ now per area. This rule gives the incoming electrons the full local accumulation. That is justified if $G_r$ or $G_L$ is well below $2N$, with $N$ the number of channels per spin and area, and if the mean free path is well below $\lambda$. Otherwise the accumulation near the interface depends on the direction of motion. For a diffusive metal this replaces $1/G_r$ in the series sum by $1/G_r-1/2N$, and the uncorrected rule overestimates the backflow.

The parameters are in the regime of permalloy on an insulator, covered by platinum. The magnetization is typical, and $g_r$ has the right order of magnitude, but the free-electron interface is no band calculation. A $5^\circ$ cone is a strong drive; at fixed frequency the power scales as $\sin^2\theta$. Rough platinum values, 5 MS/m, 1.5 nm and a thickness of 5 nm, give $G_L=43$ nm$^{-2}$. The rule then multiplies the damping by 0.80 and, at fixed precession, lowers the power to 2.1 kW/m$^2$. This load, however, exceeds $2N=21$ nm$^{-2}$, the value for a free-electron metal that returns no spin at all. Diffusion is thus used here beyond its range: for a free-electron metal with $N$ channels this conductivity implies a mean free path of 4.6 nm, three times $\lambda$. A kinetic treatment with isotropic scattering gives a factor of about 0.88 to 0.95, depending on the spin-flip length assumed, so 0.80 overstates the backflow. In the same estimate, the resistance of the interface matters more. Treated as a thin diffusive layer with a resistance of 1 f$\Omega\,$m$^2$ and a thickness of one spin diffusion length, both rough, the interface reduces the load to 15 nm$^{-2}$ and the power to 1.5 kW/m$^2$, part of which heats the interface. Neither this load nor $g_r$ is well below $2N$, and with $1/g_r$ replaced by $1/g_r-1/2N$ the same load gives 2.2 kW/m$^2$, so the figure is uncertain by tens of percent. The resistance holds the spin back; spin loss inside the layer acts the other way, and without it the load would be only 10 nm$^{-2}$. Rough bulk damping of 0.007 dissipates a further 4.8 kW/m$^2$ at the same precession, more than the ideal interface.

Interference in the film is a smaller correction. A perfectly flat closed film 5 nm thick has $G_r=9.8$ nm$^{-2}$, 6\% below the thick-film value used above. The deviation depends on the thickness and changes sign: between 4 and 6 nm, $G_r$ ranges from 9.5 to 11.6 nm$^{-2}$. The reflection amplitude of the film is a series of internal round trips. Averaging over their phases leaves the first term, the reflection of the bare interface, and with independent phases for the two spins the product $r_\uparrow r_\downarrow^*$ averages to its interface value. The mean over 201 thicknesses between 20 and 30 nm does agree with $g_r$ within 0.5\%. Thermal averaging of the thick-film $g_r$ at 300 K changes it by only about $2\times10^{-6}$ nm$^{-2}$: the sum over channels is $\int_0^{k_F}k\,dk/2\pi$ per area, with $k_F^2$ proportional to the energy, and at fixed potentials the amplitudes depend on $k$ alone. The slope of $g_r$ against energy is therefore proportional to $1-\mathrm{Re}\,r_\uparrow r_\downarrow^*$ at normal incidence, $k=k_F$, which stays close to 1 within the thermal window. Thus $g_r$ is very nearly linear there, and a symmetric window does not alter the mean of a linear function. The quantum $\hbar\omega=41\ \mu$eV is far below the electronvolt scale of the interface potentials, so freezing the magnet is well justified here. It would fail for a resonance so narrow that the scattering amplitudes changed within $\hbar\omega$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS (energy current in units of hbar w^2)
test film: Fermi energy 5.0 eV, splitting 2.0 eV, cone 0.6 rad
closed film width 0.30 nm, open film width 0.60 nm
closed film: G_r = 0.74462, G_i = -0.96684
closed film: exact 0.018891, formula 0.018892
open film: G_r = 0.81454, G_i = -0.98007
open film: exact 0.020665, formula 0.020666
open film, G_r without transmission term: 0.99976
closed film at kT = 0.02 eV: exact 0.018894, formula 0.018894
noncircular motion: sideband sum 0.0034300, formula 0.0034300
EXAMPLE INPUTS
Fermi energy 5.0 eV; potentials along/against m 1.0/-1.0 eV
film thickness 5.0 nm; M_s 800 kA/m
frequency 10.0 GHz; cone angle 5.0 degrees
gamma = 1.76086e+11 rad/(s T)
EXAMPLE RESULTS
Sharvin conductance per spin = 10.443 nm^-2
g_r = 10.417 nm^-2; g_i = -0.496 nm^-2
applied field = 1.3583 T
interfacial damping alpha' = 0.003848
reactive coefficient beta = -1.832e-04
|dm/dt|^2 = 2.9988e+19 s^-2
pumped spin current along the axis = 4.1724e-08 J/m^2
pumped energy current = 2621.58 W/m^2 = 262.158 mW/cm^2
0.5 ns free decay: magnetic energy lost = 1.161869e-06 J/m^2
0.5 ns free decay: energy pumped = 1.161869e-06 J/m^2
cone angle after 0.5 ns = 4.4321 degrees
damping read from the decay = 0.003848
NEGLECTED EFFECTS
photon energy = 41.36 microeV; kT at 300 K = 25.85 meV
thermal change of g_r = -0.0000 percent
g_r of the finite film = 9.785 nm^-2
finite-thickness change = -6.07 percent
Pt (rough): 5.0 MS/m, spin length 1.5 nm, 5.0 nm thick
Pt spin load = 42.91 nm^-2; backflow factor = 0.805
interface (rough): 1.0 fohm m^2, loss parameter 1.0
load with interface = 14.93 nm^-2; factor = 0.589
energy current with backflow = 2109.49 W/m^2
energy current with backflow and interface loss = 1544.24 W/m^2
bulk damping (rough) 0.007: loss = 4768.54 W/m^2
\end{verbatim}
